# Clamping a negative hopping barrier to zero violates detailed balance

In the narrow gap of an oxide resistive memory, about a volt falls across about a nanometre. An oxygen ion there moves by thermally activated hops, and the field lowers the barrier in front of it. If the zero-field barrier is low, the usual linear formula makes the forward barrier negative, and the forward rate then exceeds the attempt frequency. An obvious cure is to replace the negative barrier by zero and leave the reverse barrier as it was. The question is whether this changes anything besides an unphysical forward rate.

## The rule and its clamp

Let $q$ be the magnitude of the ion's charge, $a$ the distance between equivalent neighbouring sites, and $E$ the field magnitude. "Forward" means along the electric force, whatever the sign of the ion. A forward hop releases the energy

$$w=qaE .$$

If the saddle point lies halfway between the sites, the field lowers it by $w/2$ relative to the starting site. A reverse hop starts from a site lower by $w$, so it sees the saddle raised by $w/2$. With zero-field barrier $U$ the linear rule is

$$B_+=U-\frac w2,\qquad B_-=U+\frac w2 .$$

Equivalent sites have equal prefactors, so $k_\pm=\nu_0e^{-B_\pm/kT}$ and

$$\frac{k_+}{k_-}=e^{(B_--B_+)/kT}=e^{w/kT}.$$

The barrier $B_+$ is negative when $w>2U$. Define the excess $\delta=w/2-U>0$. Setting $B_+=0$ and keeping $B_-=U+w/2$ gives

$$\left(\frac{k_+}{k_-}\right)_{\rm clamp}=e^{(U+w/2)/kT}=e^{(w-\delta)/kT}=e^{w/kT}\,e^{-\delta/kT},$$

because $U+w/2=w-(w/2-U)$. The energy released is still $w$, but the rates respond as if it were $w-\delta$.

Take rough values for a low-barrier oxygen ion in a hafnia-like gap: charge number 2, $a=0.30$ nm, $U=0.30$ eV, $T=300$ K and $E=12$ MV/cm, which is 1.2 V/nm. Then

$$w=2\times0.30\times1.2=0.72\ {\rm eV},\qquad \delta=0.36-0.30=0.06\ {\rm eV}.$$

The threshold $w=2U$ lies at 10 MV/cm. With $kT=0.02585$ eV, $w/kT=27.85$ and $\delta/kT=2.32$. The required ratio is $1.25\times10^{12}$, while the clamp gives $1.22\times10^{11}$, too small by $e^{2.32}=10.2$.

For the attempt frequency, take a cosine potential of height $U$ and period $a$. Its curvature at the well bottom is $2\pi^2U/a^2$, so an ion of mass $m=16$ u oscillates at

$$\nu_0=\frac1{2\pi}\sqrt{\frac{2\pi^2U}{ma^2}}=\frac1a\sqrt{\frac{U}{2m}}=3.17\times10^{12}\ {\rm Hz}.$$

The clamped rule gives 25.9 reverse hops per second. A reverse barrier of $w=0.72$ eV, which the ratio demands when the forward barrier is zero, gives 2.5 per second.

## The counter-example: a current in equilibrium

Place three equivalent sites at the corners of an equilateral triangle of side $a$, with the edge from site 0 to site 2 along the force. Site 1 projects onto the middle of that edge. The site energies are

$$E_0=0,\qquad E_1=-\frac w2,\qquad E_2=-w .$$

All three hops have length $a$ and are given the same $U$. The ion cannot leave the triangle, the potential is static, and there is one heat bath. In equilibrium no current may circulate: without a magnetic field, microscopic reversibility makes each hop as frequent as its reverse.

The two oblique hops, $0\to1$ and $1\to2$, release $w/2=0.36$ eV each. Their barriers are $0.30-0.18=0.12$ eV forward and $0.30+0.18=0.48$ eV in reverse. Neither is negative, so the clamp leaves them alone. The direct hop $0\to2$ releases $w$ and is clamped: its barriers are 0 and 0.66 eV.

Let $k_{ij}$ be the rate from $i$ to $j$. Compare the products of rates around the two senses of the loop:

$$\ln\frac{k_{01}k_{12}k_{20}}{k_{10}k_{21}k_{02}}
=\frac{1}{kT}\left[\frac w2+\frac w2-\left(U+\frac w2\right)\right]=\frac{\delta}{kT}.$$

The first two terms come from the oblique hops and the last from the return along the direct edge. In equilibrium the logarithm must vanish, since balance on every edge, $p_ik_{ij}=p_jk_{ji}$, makes the two products equal. Here it is 2.32.

To find the resulting current, write the steady populations as $p_i=S_i/\Sigma$ with $\Sigma=S_0+S_1+S_2$ and

$$\begin{aligned}
S_0&=k_{10}k_{20}+k_{12}k_{20}+k_{21}k_{10},\\
S_1&=k_{21}k_{01}+k_{20}k_{01}+k_{02}k_{21},\\
S_2&=k_{02}k_{12}+k_{01}k_{12}+k_{10}k_{02}.
\end{aligned}$$

That these are steady follows by substitution. On the edge from 0 to 1,

$$\begin{aligned}
S_0k_{01}-S_1k_{10}={}&k_{01}k_{10}k_{20}+k_{01}k_{12}k_{20}+k_{01}k_{21}k_{10}\\
&-k_{21}k_{01}k_{10}-k_{20}k_{01}k_{10}-k_{02}k_{21}k_{10}\\
={}&k_{01}k_{12}k_{20}-k_{10}k_{21}k_{02}.
\end{aligned}$$

The first and fifth terms cancel, as do the third and fourth. The cyclic relabelling $0\to1\to2\to0$ turns $S_0$ into $S_1$ and $S_1$ into $S_2$, and leaves the final expression unchanged. The same current therefore flows through every edge, and no population changes. Since every site can be reached from every other, this steady state is unique. Its current is

$$J=\frac{k_{01}k_{12}k_{20}-k_{10}k_{21}k_{02}}{\Sigma}.$$

Now insert the clamped rates. Let $g=k_{01}=k_{12}$ and note $k_{02}=\nu_0$. The numerator is $g^2k_{20}(1-e^{-\delta/kT})$. The two largest terms in $\Sigma$ are $k_{02}k_{12}=\nu_0g$ and $k_{01}k_{12}=g^2$. Every other term contains an uphill rate and is smaller than $\nu_0g$ by at least $e^{-w/2kT}=e^{-13.9}$. Hence

$$J\simeq k_{20}\,\frac{g}{\nu_0+g}\left(1-e^{-\delta/kT}\right).$$

With $g/\nu_0=e^{-0.12/0.02585}=0.0096$,

$$J\simeq25.9\times\frac{0.0096}{1.0096}\times0.90=0.22\ {\rm s^{-1}}.$$

The ion goes down by the two oblique hops and returns by the direct one, with a net 0.22 turns per second, indefinitely. The potential returns to its starting value after each turn and supplies no energy. The current comes from a return hop that has been made too easy.

## A second case: the blocked column

The same error appears without a loop. Put one ion in a row of sites along the force, with ends it cannot cross. In a steady state no current crosses the ends, so none crosses any link. Thus $p_ik_+=p_{i+1}k_-$, and the clamped rates give

$$\frac{p_{i+1}}{p_i}=\frac{k_+}{k_-}=e^{(U+w/2)/kT}.$$

Equilibrium requires $e^{w/kT}$, since each site lies $w$ below the one before it. The clamped profile is still exponential, so it imitates equilibrium at an apparent temperature $T^*$ defined by $w/kT^*=(U+w/2)/kT$:

$$T^*=T\,\frac{w}{U+w/2}.$$

At threshold, $w=2U$, this is $T$. Above threshold $w>U+w/2$, so $T^*>T$. For $w\gg2U$ it tends to $2T$. In the example $T^*=300\times0.72/0.66=327$ K, although the bath is at 300 K. At 14 MV/cm, with all else fixed, $w=0.84$ eV and $\delta=0.12$ eV; the reverse rate is too large by a factor of 104, and $T^*=350$ K. At 8 MV/cm the clamp is inactive and there is no error.

## The correct general statement

Let $\Delta E$ be the final minus the initial site energy of a hop, and let $B(\Delta E)$ be its barrier. For equivalent sites with equal prefactors, in contact with one bath at temperature $T$, detailed balance holds if and only if

$$B(\Delta E)-B(-\Delta E)=\Delta E .$$

For a hop in a uniform field this means $k_+/k_-=e^{w/kT}$, whether or not the linear forward barrier is negative. A barrier that satisfies the condition and is never negative is

$$B(\Delta E)=\max\!\left(0,\ \Delta E,\ U+\frac{\Delta E}{2}\right).$$

**Proof of the condition.** For a single ion in equilibrium, $p_i\propto e^{-E_i/kT}$. Balance on a link, $p_ik_{ij}=p_jk_{ji}$, gives

$$\frac{k_{ij}}{k_{ji}}=\frac{p_j}{p_i}=e^{-(E_j-E_i)/kT}.$$

With $k_{ij}=\nu_0e^{-B(\Delta E)/kT}$ and $k_{ji}=\nu_0e^{-B(-\Delta E)/kT}$, where $\Delta E=E_j-E_i$, taking logarithms gives the stated condition. Conversely, if the condition holds, the Boltzmann populations balance every link, so no current flows on any network of sites in a static potential, with or without loops.

The step from equilibrium to a device under current needs an assumption: the rate of a hop depends on the local site energies and on $T$, not on whether distant electrodes block the ion. The ratio found for the blocked system then also holds when ions flow.

**Proof of the repair.** Adding $\Delta E$ to each entry of a maximum adds $\Delta E$ to the maximum. Therefore

$$\begin{aligned}
B(-\Delta E)+\Delta E&=\max\!\left(0,-\Delta E,U-\frac{\Delta E}{2}\right)+\Delta E\\
&=\max\!\left(\Delta E,0,U+\frac{\Delta E}{2}\right)=B(\Delta E).
\end{aligned}$$

For $|\Delta E|\le2U$ this is the linear rule. For $\Delta E<-2U$ the barrier is zero. For $\Delta E>2U$ it is $\Delta E$, which then exceeds $U+\Delta E/2$. So when the forward barrier is clamped to zero, the reverse barrier must rise from $U+w/2$ to $w$, here from 0.66 to 0.72 eV. In the triangle the loop current then vanishes, and in the column $T^*=T$.

The ratio does not fix the individual rates. Leaving the negative barrier in place also satisfies detailed balance, but makes the forward rate $\nu_0e^{\delta/kT}=3.2\times10^{13}$ s$^{-1}$, ten times the attempt frequency. Limiting it to $\nu_0$ is a modelling choice; raising the reverse barrier to match is then required.

## The ratio without a barrier

One might object that a rate ratio loses its meaning once the barrier has gone. For overdamped motion it does not. Let the potential, including the tilt, satisfy $V(x+a)=V(x)-w$. Start the ion at $x_0$ and ask whether it first reaches $x_0+a$ or $x_0-a$.

Let $h(x)$ be the probability of reaching $x_0+a$ first, starting from $x$. In a short time $dt$ the mean displacement is $-(D/kT)V'dt$ and the mean square displacement is $2D\,dt$, where $D$ is the diffusion coefficient. The probability must equal its average after that step. Expanding to first order in $dt$ gives

$$D\left(h''-\frac{V'}{kT}h'\right)=0
\quad\Rightarrow\quad
\left(h'e^{-V/kT}\right)'=0
\quad\Rightarrow\quad
h'=C\,e^{V/kT}.$$

With $h(x_0-a)=0$ and $h(x_0+a)=1$, the exit probabilities $p_+=h(x_0)$ and $p_-=1-h(x_0)$ are in the ratio

$$\frac{p_+}{p_-}=\frac{\int_{x_0-a}^{x_0}e^{V(x)/kT}dx}{\int_{x_0}^{x_0+a}e^{V(x)/kT}dx}.$$

Put $x=y+a$ in the denominator. It becomes $e^{-w/kT}\int_{x_0-a}^{x_0}e^{V(y)/kT}dy$, so

$$\frac{p_+}{p_-}=e^{w/kT}.$$

If $\tau$ is the mean time to the first exit on either side, the hop rates $k_\pm=p_\pm/\tau$ have this ratio too. Nothing in the argument needs a barrier.

For a tilted cosine potential with $U=3kT$ and $w=8kT$, the linear forward barrier is $-kT$. Solving the equation for $h$ by finite differences gives $\ln(p_+/p_-)=8.00$, whereas the clamp predicts $U/kT+w/2kT=7$. For $U=1.5kT$ and $w=6kT$ the potential has no wells left, and the result is 6.00 against a clamp prediction of 4.5.

## Where the negative barrier comes from

The linear rule keeps the well and the saddle fixed while the field tilts the potential. In the cosine model,

$$V(x)=-\frac U2\cos\frac{2\pi x}{a}-\frac wa x,$$

they move. Setting $V'=0$ gives $\sin(2\pi x/a)=s$ with $s=w/(\pi U)$. The minimum is at $x_m=(a/2\pi)\arcsin s$ and the next maximum at $a/2-x_m$. The cosine equals $+\sqrt{1-s^2}$ at the minimum and $-\sqrt{1-s^2}$ at the maximum, so the forward barrier is

$$\begin{aligned}
B_+&=U\sqrt{1-s^2}-\frac wa\left(\frac a2-2x_m\right)\\
&=U\sqrt{1-s^2}-\frac w\pi\left(\frac\pi2-\arcsin s\right)
=U\left[\sqrt{1-s^2}-s\arccos s\right].
\end{aligned}$$

The last step uses $w/\pi=Us$. The previous maximum lies one period back and is higher by $w$, so $B_-=B_++w$.

For small $s$, $\arccos s\simeq\pi/2-s$ and $B_+\simeq U-w/2+Us^2/2$: the linear rule is the first-order result. Moreover $dB_+/ds=-U\arccos s$, which is negative for $s<1$, so the barrier falls steadily and reaches zero at $s=1$, that is $w=\pi U$. It never becomes negative; at that point the wells vanish.

In the example $s=0.72/(0.30\pi)=0.764$ and $B_+=0.033$ eV, where the linear rule gives $-0.06$ eV. The reverse barrier is 0.753 eV. The wells vanish at 15.7 MV/cm, not at 10. For this potential the negative barrier at 12 MV/cm is thus an artefact of the linear rule.

A barrier of $1.3kT$ is too low for an Arrhenius rate to be reliable. For a rough estimate, use the overdamped equation with friction rate $2\pi\nu_0$, although it strictly requires a much larger friction. Put $D=kT/(2\pi\nu_0m)$ and solve $D(\tau''-V'\tau'/kT)=-1$ by finite differences with $\tau=0$ at both exits. Starting from the well, the forward rate is $4.7\times10^{11}$ s$^{-1}$, or $0.15\nu_0$. Including the ion's inertia at this friction lowers it by about a quarter, to roughly $0.11\nu_0$. At this friction the clamped rate $\nu_0$ is therefore several times too high. The conclusion depends on the friction: at lower friction the ion, once out of a well, runs over several sites, and the steady drift is about $0.7\nu_0$ sites per unit time at half this friction and $1.5\nu_0$ at 0.4 of it. The exit-probability ratio derived above is also an overdamped result. With inertia it departs from $e^{w/kT}$ (for $U=w=2kT$ and friction $2\pi\nu_0$, $\ln(p_+/p_-)\approx2.2$ instead of 2). Any description by single hops between sites must still give the Boltzmann populations, and hence the ratio $e^{w/kT}$.

## Where the error matters

In an open channel at high field the net forward rate $k_+-k_-$ hardly notices the faulty reverse barrier. With $k_+=\nu_0$ in both rules, the clamp changes it, relative to the repaired rule, by

$$\frac{e^{-w/kT}-e^{-(U+w/2)/kT}}{1-e^{-w/kT}}=-7\times10^{-12}.$$

A simulation that records only this drift would not reveal the fault. Reverse rates do reveal it. So do steady profiles against a blocking electrode, though only in their tail: in the example the ion is off the last site with probability $8\times10^{-12}$ instead of $8\times10^{-13}$. So does a circulating current in a loop where the errors do not cancel, as in the triangle. In a square or rhombic loop of equivalent sites with hops along the four edges only, parallel edges carry equal errors, which cancel around the loop, and no current appears. The same holds for a simple cubic net with nearest-neighbour hops, such as the oxygen sites of cubic fluorite hafnia, so the triangle is a test geometry and not a model of that crystal. A 60° rhombus whose short diagonal is also a hop contains triangles and does carry the current.

The example probably lies beyond what a real cell could hold steadily. Its field puts 1.2 V across a 1 nm gap and is 2.4 times a rough breakdown field of 5 MV/cm, so a static equilibrium at this field is a test of the rates rather than a state a device would hold. The barrier is deliberately low: at $U=1$ eV, with the same charge and hop length, the threshold would be 33 MV/cm and the clamp would be inactive here. This assumes the bare field lowers the barrier; a model that multiplies the lowering by a local-field factor reaches the clamp sooner, at about 4.5 MV/cm for a factor $(20+2)/3$. If current heats the gap to 600 K with $U$ and $w$ fixed, the excess factor falls from 10.2 to 3.2. Tunnelling through the barrier should be minor, since the usual crossover estimate $h\nu_0/2\pi k$ is 24 K. The assumption of an isolated ion is weaker. With a rough relative permittivity of 20, approaching a like ion from 1.0 to 0.7 nm costs 0.12 eV, twice $\delta$. This lowers the energy released from 0.72 to about 0.60 eV, which is the threshold itself. Such interactions, and the energy differences between unequal sites of an amorphous oxide, belong in $\Delta E$; the reverse barrier must then follow that full energy difference, not the field term alone. If the sites also differ in their vibration frequencies, the prefactors are no longer equal, and the rate ratio must follow the free-energy difference between the sites.
